# Uniform Reactant Density Under a Showerhead in a Radial-Flow Gap, part 2

Gas enters a flat, disc-shaped gap of height \(h\) and radius \(R\) through a showerhead forming its upper plate, flows outward and leaves at the rim. We ask how the density \(n\) of a reactant consumed on the way depends on the distance \(r\) from the axis.

The steady, axisymmetric flow has uniform temperature and pressure, hence constant total density \(n_t\). The molecular flux \(\Gamma\) per unit area is uniform, and \(s=\Gamma/n_t\) is the injection speed. The feed has reactant fraction \(x_{\rm in}\) and density \(n_{\rm in}=x_{\rm in}n_t\). The loss frequency is \(k=k_v+k_w/h\), with \(k_v\) for loss in the gas and \(k_w n\) the flux taken up by a wall. Also \(\tau=h/s\) and \({\rm Da}=k\tau\).

For the height-averaged radial velocity \(u\), the disc balance of section 2 is

\[
2\pi r h\,u\,n_t=\pi r^2\,s\,n_t .
\]

With good mixing across the height and no radial diffusion or change in molecule number, the first half found

\[
u=\frac{sr}{2h},\qquad
\frac r2\frac{dn}{dr}=n_{\rm in}-(1+{\rm Da})n,\qquad
n_*=\frac{n_{\rm in}}{1+{\rm Da}} .
\]

The example is 5 % silane in argon, depositing amorphous silicon from a plasma on a wafer of 15 cm radius, at 3 Torr, 600 K and 2000 sccm (cubic centimetres per minute at 273.15 K and 1 atm). It has \(s=20.4\) cm/s, \(h=1\) cm, \(R=17\) cm, \(k=10\ {\rm s^{-1}}\) (all in the gas), \({\rm Da}=0.489\) and \(n_*/n_{\rm in}=0.671\).

The computed results also list first-half checks: the density from travel times summed over injection radii ("trajectories"); the same total flow fed at the axis ("centre feed"); the part left at the rim, without diffusion, of a deviation forced at 4 cm; and film growth if all consumed silicon became film, shared equally by both plates.

### 8. Structure across the gap

The first half assumed good mixing across the height. To see what depends on it, we resolve the height coordinate \(z\), with \(z=0\) at the wafer, \(z=h\) at the showerhead, and \(\zeta=z/h\).

Let the flow be slow enough for inertia to be neglected, and look for a radial velocity \(r\,g(z)\) with an axial velocity \(w(z)\). The radial derivatives in the viscous force cancel for a velocity proportional to \(r\):

\[
\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial (rg)}{\partial r}\right)-\frac{rg}{r^2}
=\frac gr-\frac gr=0 .
\]

With viscosity \(\mu\) and pressure \(p\), the two force balances are

\[
\frac{\partial p}{\partial r}=\mu r\,g''(z),\qquad
\frac{\partial p}{\partial z}=\mu w''(z).
\]

The second shows that \(\partial p/\partial z\) does not depend on \(r\). Hence \(\partial p/\partial r\) does not depend on \(z\), and \(g''\) is a constant. The radial velocity vanishes at both plates and has the mean \(sr/2h\). Since \(\int_0^1 6\zeta(1-\zeta)\,d\zeta=1\),

\[
g=\frac{s}{2h}\,6\zeta(1-\zeta).
\]

Conservation of volume requires \(2g+dw/dz=0\), so \(dw/d\zeta=-6s\,\zeta(1-\zeta)\). With \(w=0\) at the wafer,

\[
w=-s\,(3\zeta^2-2\zeta^3),
\]

which equals \(-s\) at the showerhead, as it should. The axial velocity does not depend on \(r\).

Now let the reactant diffuse with coefficient \(D\), and try a density \(n(z)\). Radial convection and radial diffusion both vanish, which leaves

\[
w\,\frac{dn}{dz}=D\,\frac{d^2n}{dz^2}-k_v n .
\]

At the wafer, diffusion supplies the wall loss: \(D\,dn/dz=k_w n\). At the showerhead, the downward flux equals the feed: \(s\,n+D\,dn/dz=s\,n_{\rm in}\). None of these equations contains \(r\). A density that varies with height but not with radius is thus consistent with the full balance, provided that the rim imposes no radial diffusive flux. Mixing across the height is needed for the simple value of \(n_*\), not for radial uniformity.

In the example \(k_w=0\), and the variation with height is easily estimated. To leading order we drop convection and replace \(n\) in the loss term by its mean \(\bar n\). Then \(D\,d^2n/dz^2=k\bar n\), with zero slope at the wafer. Two integrations give

\[
\frac{n(h)-n(0)}{\bar n}\simeq\frac{kh^2}{2D}
=\frac{10\times1}{2\times130}=3.8\ \%,
\]

where \(D=130\ {\rm cm^2/s}\) is a rough value for silane in this gas. A numerical solution in \(r\) and \(z\), with convection and with no diffusive flux at the exit, gives 3.6 % between the outermost grid cells. Its mean density is 0.672 of the feed value, against 0.671 from the simple formula. The largest radial spread is \(2\times10^{-13}\) of the mean, which is rounding error.

For a reactant consumed at the wafer, the slope there is \(k_w n/D\). Good mixing then also requires \(k_w h/D\ll1\).

### 9. A change in the number of molecules

Let each consumed reactant molecule lead to a net gain of \(\delta\) gas molecules. If silane leaves its silicon in the film and releases two hydrogen molecules, one molecule is replaced by two, and \(\delta=1\).

Suppose that the reactant fraction \(x=n/n_t\) is uniform. The gas added per unit area and time is then uniform too:

\[
\Gamma+\delta\,k h\,n_t x=\Gamma\,(1+\delta\,{\rm Da}\,x),
\]

because \(khn_t={\rm Da}\,s\,n_t={\rm Da}\,\Gamma\). The disc balance of section 2 gives

\[
u=\frac{sr}{2h}\,(1+\delta\,{\rm Da}\,x).
\]

The velocity is still linear in \(r\), with a different slope. For uniform \(x\), the reactant carried away per unit area is \(x\) times the total gas added. Setting this equal to feed minus consumption and dividing by \(\Gamma\), we find

\[
x\,(1+\delta\,{\rm Da}\,x)=x_{\rm in}-{\rm Da}\,x,
\]

or

\[
\delta\,{\rm Da}\,x^2+(1+{\rm Da})\,x-x_{\rm in}=0 .
\]

For \(\delta>0\) the product of the roots is negative, so there is one positive root. It does not depend on \(r\), which confirms the supposition. The neglect of molar-flow changes therefore simplifies the value of the density but is not needed for its uniformity.

For a dilute reactant, put \(x=x_0(1+\alpha)\) with \(x_0=x_{\rm in}/(1+{\rm Da})\) and small \(\alpha\). The terms without \(\alpha\) in the linear part cancel \(x_{\rm in}\). To first order there remains \(\delta\,{\rm Da}\,x_0^2+(1+{\rm Da})x_0\alpha=0\), so that

\[
\alpha=-\frac{\delta\,{\rm Da}\,x_0}{1+{\rm Da}} .
\]

The example has \(x_0=0.05\times0.671=0.0336\), and \(\alpha=-0.489\times0.0336/1.489=-1.1\ \%\). The full root gives the same shift to this accuracy, and the velocity rises by 1.6 %. As a test, both balances were integrated outward from \(r=0.1\) cm, starting with the undepleted feed fraction. At 8.5 and 17 cm the fraction agreed with the root to within one part in \(10^5\).

### 10. Radial diffusion and the rim

Radial diffusion adds \(Dh\,(1/r)\,d(r\,dn/dr)/dr\) to the gain of reactant per unit area. The height-averaged balance becomes

\[
\frac{Dh}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)
-\frac{sr}{2}\frac{dn}{dr}-(s+kh)\,n+s\,n_{\rm in}=0 .
\]

The uniform density \(n_*\) still satisfies it, since both derivative terms vanish. Diffusion matters when the surroundings impose a different density at the rim. It can then carry the deviation inward against the flow.

Let \(y=n-n_*\), and use the variable

\[
X=\frac{s r^2}{4Dh},\qquad \frac{dX}{dr}=\frac{2X}{r}.
\]

Then \(r\,dy/dr=2X\,dy/dX\). Applying the same rule once more,

\[
\frac1r\frac{d}{dr}\left(r\frac{dy}{dr}\right)
=\frac{2X}{r^2}\frac{d}{dX}\left(2X\frac{dy}{dX}\right)
=\frac{s}{Dh}\left(X\frac{d^2y}{dX^2}+\frac{dy}{dX}\right),
\]

where the last step used \(4X/r^2=s/(Dh)\). Inserting this and dividing by \(s\) gives Kummer's equation,

\[
X\frac{d^2y}{dX^2}+(1-X)\frac{dy}{dX}-(1+{\rm Da})\,y=0 .
\]

A power series \(y=\sum_m c_mX^m\) is finite at the axis. Comparing the coefficients of \(X^m\) gives

\[
(m+1)^2c_{m+1}=(m+1+{\rm Da})\,c_m .
\]

With \(c_0=1\) this series is Kummer's function \(M(1+{\rm Da},1,X)\). The second solution is logarithmic at the axis and is excluded. If the density at the rim is \(n_R\), then

\[
\frac{n(r)-n_*}{n_*}
=\left(\frac{n_R}{n_*}-1\right)
\frac{M(1+{\rm Da},1,X)}{M(1+{\rm Da},1,X_R)},
\]

where \(X_R\) is the value of \(X\) at \(R\).

All the coefficients \(c_m\) are positive, so the ratio of the two functions falls steadily from the rim to the axis. Its range near the rim can be estimated from the balance of diffusion and convection, the two largest terms there, \(D\,y''\simeq u(R)\,y'\). This gives an exponential with decay length

\[
\frac{D}{u(R)}=\frac{130}{173.7}\ {\rm cm}=0.75\ {\rm cm}.
\]

Over the 2 cm between rim and wafer edge the exponential falls to \(e^{-2/0.75}\), or about 7 %.

The extreme case is a perfectly absorbing rim, \(n_R=0\). The full formula then gives a deficit of 7.2 % of \(n_*\) at the wafer edge, and the deficit has fallen to 1 % at 13.3 cm. In this case the outer part of the wafer would not see a uniform density.

The feed density is \(n_{\rm in}=1.49\,n_*\). For any rim density between zero and \(n_{\rm in}\), the factor \(|n_R/n_*-1|\) is at most one, so 7.2 % bounds the deviation at the wafer edge within this height-averaged model. If the height is resolved with the flow of section 8, the deficit for an absorbing rim is 7.8 % at the wafer surface and 6.9 % at the showerhead, each relative to the density that an exit without diffusive flux would give at the same height. If the exit duct imposes no diffusive flux, the deviation is zero. For the uniform solution, the neglect of diffusion is thus a statement about the rim: it is harmless well inside, by several decay lengths, or where the exit does not force a different density.

### 11. Non-uniform consumption

Let the loss frequency fall toward the rim as \(k(r)=k(1-\varepsilon r^2/R^2)\), as it would if the electron density did so. Write \(n=n_*(1+\eta)\) with small \(\eta\), and neglect diffusion. To first order the balance becomes

\[
\frac r2\frac{d\eta}{dr}=-(1+{\rm Da})\,\eta+\varepsilon\,{\rm Da}\,\frac{r^2}{R^2}.
\]

Try \(\eta=A\,r^2/R^2\). The left side is then \(A\,r^2/R^2\), and the coefficients give \(A=-(1+{\rm Da})A+\varepsilon\,{\rm Da}\), so

\[
A=\frac{\varepsilon\,{\rm Da}}{2+{\rm Da}} .
\]

If the gas at each radius responded to the local loss alone, the denominator would be \(1+{\rm Da}\). The additional one arises because gas from smaller radii brings its own history with it.

For \(\varepsilon=0.10\) the formula gives \(0.0489/2.489=2.0\ \%\) at the rim. Direct integration also gives 2.0 %. The solution in \(r\) and \(z\), which includes diffusion, gives 1.8 % between its innermost and outermost rings.

The local consumption is proportional to \(k n\). At the rim it changes by the factor \(0.90\times1.02=0.92\). The reactant density is nearly uniform, but its consumption is 8 % lower there. A uniform reactant density secures uniform consumption only when \(k\) is uniform too.

### 12. Non-uniform pressure and temperature

The pressure cannot be strictly uniform, since it drives the flow. From section 8, \(g''=(s/2h)(-12/h^2)=-6s/h^3\), so \(dp/dr=-6\mu s r/h^3\). Integration from the axis to the rim gives the pressure drop

\[
\Delta p=\frac{3\mu s R^2}{h^3}.
\]

With the rough viscosity \(3.9\times10^{-5}\) Pa s this is 0.0052 Torr, or 0.17 % of the pressure. The steep dependence on \(h\) means that a much thinner gap, at fixed \(s\) and \(R\), would violate the assumption.

To find the effect on the reactant, let the total density be \(n_t(r)=n_{t0}(1+\beta r^2/R^2)\) with small \(\beta\), while \(\Gamma\) and \(k\) stay uniform. The total outward flow depends on \(\Gamma\) alone, so the balance, with radial diffusion neglected, is best written for the fraction \(x\):

\[
\frac r2\frac{dx}{dr}=x_{\rm in}-x-{\rm Da}\left(1+\beta\frac{r^2}{R^2}\right)x .
\]

Here Da is evaluated with \(n_{t0}\). This is the problem of section 11 with \(\varepsilon=-\beta\), so \(x\) changes at the rim by the relative amount \(-\beta\,{\rm Da}/(2+{\rm Da})\). The density \(n=n_t x\) changes by

\[
\beta-\frac{\beta\,{\rm Da}}{2+{\rm Da}}=\frac{2\beta}{2+{\rm Da}} .
\]

For the pressure drop \(\beta=-0.17\ \%\), and \(n\) falls by 0.14 % at the rim. If the gas is 5 % cooler at the rim than at the axis, \(\beta\) is about 5 %, and the formula gives a rise of 4.0 %. Integration with the full density profile gives 4.2 %; with ordinary radial diffusion included, and no diffusive flux at the rim, the rise is about 4.3 %. In the example, a temperature difference of this size matters far more than the pressure drop.

The pressure drop also bears on the showerhead. If the flow through each hole is proportional to the pressure difference across the plate, that difference must be large compared with 0.0052 Torr for the injection to be uniform.

### 13. The model beside a real reactor

The chosen pressure, flow and gap are of the size used in plasma deposition on 300 mm wafers. The continuum description is justified, since the mean free path is about 40 μm in a gap of 1 cm (36 μm for hard spheres of 0.36 nm diameter, 43 μm if inferred from the viscosity). The neglect of inertia is reasonable, since the Reynolds number based on \(s\) and \(h\) is 0.17; including inertia would raise the pressure drop of section 12 by about 2 % of its value, while slip of the gas at the plates would lower it by 2 to 3 %, depending on the slip length adopted. The least certain input is the loss frequency, which follows the electron density and energy. Silane in a real discharge at this pressure also reacts with its own fragments and may feed particle growth; these losses have no fixed frequency and are not part of the model. Doubling it, with all else fixed, would lower \(n_*/n_{\rm in}\) from 0.67 to \(1/1.98=0.51\), still without a radial gradient. Real plasmas and gas temperatures are not perfectly uniform. The assumed variations of 10 % in \(k\) and 5 % in temperature move the rim density by 2 % and 4 %, and a perfectly absorbing exit would lower the density at the wafer edge by about 8 % with the rough \(D\) used here, or by 12 % if \(D\) were \(160\ {\rm cm^2/s}\). Film grows from the fragments of silane, whose production and transport are not treated here, so a uniform silane density does not by itself establish a uniform film. Most of the computed values are collected in the numerical output below.

## Computed results

```
input pressure: 3.0 Torr
input gas temperature: 600 K
input total flow (273.15 K, 1 atm): 2000 sccm
input silane fraction of feed: 5.0 %
input gap height: 1.0 cm
input showerhead radius: 17.0 cm
input wafer radius: 15.0 cm
input silane loss frequency: 10.0 1/s
input silane diffusivity: 130 cm2/s
input viscosity: 3.9e-05 Pa s
input collision diameter: 0.36 nm
input film silicon density: 5.0e+22 cm^-3
total gas density: 4.828e+16 cm^-3
total molecular flow: 8.956e+20 1/s
injection speed s: 20.43 cm/s
residence time tau: 48.9 ms
Damkoehler number Da: 0.489 (no unit)
radial velocity at r = 5 cm: 51.1 cm/s
radial velocity at r = 10 cm: 102.2 cm/s
radial velocity at r = 15 cm: 153.2 cm/s
radial velocity at r = 17 cm: 173.7 cm/s
feed silane density n_in: 2.414e+15 cm^-3
uniform relative density 1/(1+Da): 0.6714 (no unit)
relative density by trajectories, r = 2 cm: 0.6714
relative density by trajectories, r = 8 cm: 0.6714
relative density by trajectories, r = 17 cm: 0.6714
silane density in gap: 1.621e+15 cm^-3
silane depletion: 32.9 %
film growth, upper limit, two plates: 97 nm/min
centre feed, relative density at rim: 0.6130
disturbance at 4 cm, part left at rim: 1.34 %
r-z solution, largest radial spread: 2.0e-13 (no unit)
r-z solution, gap-mean relative density: 0.6719
r-z solution, top-minus-bottom / mean: 3.6 %
transverse Peclet number s*h/D: 0.157 (no unit)
molar change, silane density shift: -1.08 %
molar change, velocity rise: 1.63 %
absorbing rim, deficit at wafer edge: 7.2 %
absorbing rim, radius of 1 % deficit: 13.3 cm
pressure drop centre to rim: 0.0052 Torr
pressure drop / pressure: 0.17 %
density change at rim from pressure drop: -0.14 %
assumed loss-frequency drop at rim: 10 %
density rise at rim, no diffusion: 1.99 %
same, first-order formula: 1.97 %
same, r-z solution with diffusion: 1.82 %
assumed gas-temperature drop at rim: 5 %
density rise at rim from cooling: 4.20 %
Reynolds number of injection: 0.166 (no unit)
mean free path: 36 um
```
